# Semiclassical transition-state theory from VPT2 constants, compared with exact Eckart transmission

**Q.** Second-order vibrational perturbation theory (VPT2) gives levels of a well. A saddle has no levels. What is there to continue?

**A.** The coefficients. Take $J=0$, no Coriolis terms, $\hbar=1$ and mass-weighted normal coordinates, with

$$H=\sum_k\tfrac12(P_k^2+\lambda_kQ_k^2)+\tfrac16\sum\phi_{klm}Q_kQ_lQ_m+\tfrac1{24}\sum\phi_{klmn}Q_kQ_lQ_mQ_n .$$

In a well $\lambda_k=\omega_k^2>0$. With $N_k=n_k+\frac12$, second order gives

$$E=V_0+G_0+\sum_k\omega_kN_k+\sum_{k\le l}x_{kl}N_kN_l .$$

The question is how $G_0$ and $x_{kl}$ depend on $\lambda_k$.

**Q.** Then derive them, please.

**A.** The quartic term enters at first order, through $\langle Q_k^2\rangle=N_k/\omega_k$ and $\langle Q_k^4\rangle=(6N_k^2+\frac32)/4\omega_k^2$. For the cubic term $W$, let $W_\nu$ be the part that lowers the unperturbed energy by $\nu>0$. Its energy denominator is $+\nu$, and that of $W_\nu^\dagger$ is $-\nu$, so

$$E_2=\sum_{\nu>0}\langle W_\nu^\dagger W_\nu-W_\nu W_\nu^\dagger\rangle/\nu .$$

There are three kinds of term, with $Q=(a+a^\dagger)/\sqrt{2\omega}$.

*Three different modes.* The operator is $\phi_{klm}Q_kQ_lQ_m$. Its part $a_ka_la_m$ contributes $n_kn_ln_m-(n_k+1)(n_l+1)(n_m+1)$, hence

$$-\frac{\phi_{klm}^2}{8\omega_k\omega_l\omega_m}\,\frac{N_kN_l+N_kN_m+N_lN_m+\frac14}{\omega_k+\omega_l+\omega_m}.$$

Replacing $a_m$ by $a_m^\dagger$ changes $(\omega_m,N_m)$ to $(-\omega_m,-N_m)$. Adding the four sign choices gives

$$\frac{\phi_{klm}^2(\omega_k^2+\omega_l^2-\omega_m^2)}{2\omega_k\omega_lD}N_kN_l+\text{(two permutations)}-\frac{\phi_{klm}^2}{4D},$$

$$D=[(\omega_k+\omega_l)^2-\omega_m^2][(\omega_k-\omega_l)^2-\omega_m^2].$$

*Two quanta of $k$, one of $m$.* From $\frac12\phi_{kkm}Q_k^2Q_m$, the parts $a_k^2a_m$ and $a_k^2a_m^\dagger$ give

$$\frac{\phi_{kkm}^2}{32\omega_k^2\omega_m}\left[\frac{-(N_k^2+\frac34)-4N_kN_m}{2\omega_k+\omega_m}+\frac{N_k^2+\frac34-4N_kN_m}{2\omega_k-\omega_m}\right]$$
$$=\frac{\phi_{kkm}^2}{4\omega_k^2-\omega_m^2}\left[\frac{N_k^2+\frac34}{16\omega_k^2}-\frac{N_kN_m}{2\omega_k\omega_m}\right].$$

*One mode lowered by one or three quanta.* Put $S=\frac12\sum_{k\ne m}\phi_{kkm}N_k/\omega_k$ and $c=\phi_{mmm}/4\omega_m$. The amplitude for $n_m\to n_m-1$ is $\sqrt{n_m/2\omega_m}\,(S+cn_m)$. Subtracting the upward term gives

$$-\frac{S^2+4ScN_m+c^2(3N_m^2+\frac14)}{2\omega_m^2},\qquad\text{and } a_m^3\text{ gives}\quad-\frac{\phi_{mmm}^2(9N_m^2+\frac{15}4)}{864\,\omega_m^4}.$$

Collecting powers of $N$:

$$x_{kk}=\frac1{16\omega_k^2}\left[\phi_{kkkk}-\sum_m\frac{\phi_{kkm}^2(8\omega_k^2-3\omega_m^2)}{\omega_m^2(4\omega_k^2-\omega_m^2)}\right],$$

$$x_{kl}=\frac1{4\omega_k\omega_l}\left[\phi_{kkll}-\sum_m\frac{\phi_{kkm}\phi_{llm}}{\omega_m^2}+\sum_m\frac{2\phi_{klm}^2(\omega_k^2+\omega_l^2-\omega_m^2)}{D}\right],$$

$$G_0=\sum_k\left[\frac{\phi_{kkkk}}{64\omega_k^2}-\frac{7\phi_{kkk}^2}{576\omega_k^4}\right]+\sum_{k\ne m}\frac{3\phi_{kkm}^2}{64\omega_k^2(4\omega_k^2-\omega_m^2)}-\sum_{k<l<m}\frac{\phi_{klm}^2}{4D}.$$

Explicit perturbation sums for three coupled modes agree to rounding error.

**Q.** Putting an imaginary frequency into these is still only a substitution. Why should it describe scattering?

**A.** Because the levels come from an operator identity. A unitary change of variables brings $H$, to this order, to a function of $J_k=\frac12(P_k^2+\lambda_kQ_k^2)$, which equals $\omega_kN_k$ in a well. The coefficients in that function are $x_{kk}/\lambda_k$ and $x_{kl}/\omega_k\omega_l$. By the formulas above they are rational in the $\lambda$'s. The generator follows from linear equations for polynomials in $Q,P$ whose coefficients are also rational in the $\lambda$'s. The identity therefore survives when one $\lambda_F$ becomes $-|\omega_F|^2$. What changes is the spectrum of $J_F$, now

$$J_F=|\omega_F|I,\qquad I=\tfrac12(p^2-q^2),$$

with $q=\sqrt{|\omega_F|}\,Q_F$ and $p=P_F/\sqrt{|\omega_F|}$. Its eigenvalue $\varepsilon$ is continuous.

**Q.** Could a denominator vanish at the saddle?

**A.** Not one that involves $F$. Only the end point matters: an identity between rational functions of $\lambda_F$ holds wherever both sides are finite, so the pole at $\lambda_F=0$ does no harm. At the saddle $\lambda_F=-|\omega_F|^2\ne0$, and we have $4\omega_k^2+|\omega_F|^2>0$ and $-4|\omega_F|^2-\omega_k^2<0$. Since $D$ is symmetric in its three modes, it becomes $[(\omega_k+\omega_l)^2+|\omega_F|^2][(\omega_k-\omega_l)^2+|\omega_F|^2]>0$. Resonances among the bath modes can still occur. I assume there are none; otherwise the resonant states form polyads and the formula with separate $N_k$ fails.

**Q.** What is the transmission at a given $\varepsilon$?

**A.** Use $u=(p+q)/\sqrt2$ and $v=(p-q)/\sqrt2$. Then $[u,v]=i$ and $I=\frac12(uv+vu)$. Classically $u$ grows and $v$ decays. A particle coming from the left has $v>0$; it leaves to the right if $u>0$ and to the left if $u<0$.

In the $v$ representation $u=i\,d/dv$, so $I=i(v\,d/dv+\frac12)$. The eigenfunction for incidence from the left is $v^{-1/2-i\varepsilon}$ on $v>0$. Its amplitude in $u$ is

$$\int_0^\infty e^{iuv}v^{-1/2-i\varepsilon}dv=\Gamma(\tfrac12-i\varepsilon)\,(-iu)^{-1/2+i\varepsilon}.$$

The phase of $-iu$ is $\mp\pi/2$ for $u\gtrless0$, which gives moduli in the ratio $e^{\pi\varepsilon/2}:e^{-\pi\varepsilon/2}$. Squaring, $P/(1-P)=e^{2\pi\varepsilon}$. With $\theta=-\pi\varepsilon$,

$$P=\frac1{1+e^{2\theta}} .$$

Direct integration of the wave equation for a parabolic barrier confirms this. For the anharmonic saddle I also assume that the potential outside the saddle region causes no further reflection.

**Q.** And the rule for $N_F$?

**A.** We need $\omega_FN_F=|\omega_F|\varepsilon=-|\omega_F|\theta/\pi$. With $\omega_F=i|\omega_F|$ this means $N_F=i\theta/\pi$. The opposite sign for both does equally well, because $E$ is unchanged when $(\omega_F,N_F)$ changes sign.

The poles of $P$ are at $\theta=\pm i\pi(n+\frac12)$, so there $N_F=\mp(n+\frac12)$ is again a half-integer. The upper sign gives the complex energies of decaying resonances, the lower sign their complex conjugates. That can be tested with coupling: for a two-mode saddle, diagonalization of the complex-rotated Hamiltonian reproduces the second-order shifts of four resonances.

**Q.** Now I want the action as a function of energy, with the signs traced.

**A.** Set $t=\theta/\pi$. The diagonal term gives $x_{FF}(it)^2=-x_{FF}t^2$, with $x_{FF}$ real. The coupling $x_{kF}$ has one factor $1/\omega_F$ and is imaginary. Define the real number $\bar x_{kF}=ix_{kF}$; then $x_{kF}N_k(it)=\bar x_{kF}N_kt$. Let $E_b$ be $V_0+G_0$ plus all terms in bath modes alone. Then

$$E=E_b-\Omega t-x_{FF}t^2,\qquad\Omega=|\omega_F|-\sum_{k\ne F}\bar x_{kF}N_k .$$

With $\Delta E=E_b-E$, we solve $x_{FF}t^2+\Omega t-\Delta E=0$. The root that vanishes with $\Delta E$ is $t=[-\Omega+\sqrt{\Omega^2+4x_{FF}\Delta E}]/2x_{FF}$. Multiplying above and below by the conjugate sum removes the division by $x_{FF}$:

$$\theta(E)=\frac{\pi\Delta E}{\Omega}\,\frac{2}{1+\sqrt{1+4x_{FF}\Delta E/\Omega^2}} .$$

This is the action used in semiclassical transition-state theory (SCTST). For $x_{FF}\to0$ it is the parabolic action $\pi\Delta E/\Omega$. For $x_{FF}<0$ the action is larger below the top, as for a barrier with wide skirts, and it is real only for $\Delta E\le\Omega^2/4|x_{FF}|$.

The bath enters through both $E_b$ and $\Omega$. In the two-mode saddle, in units $|\omega_F|=1$, $\bar x_{bF}=0.01524$. Hence $\Omega=1-0.5\times0.01524=0.9924$ for $n_b=0$ and $0.9771$ for $n_b=1$.

**Q.** Let us see it against something exact. Can you derive the Eckart transmission too?

**A.** Take, with $B>|A|$,

$$V=\frac{Ay}{1+y}+\frac{By}{(1+y)^2},\qquad y=e^{x/L},$$

and define $a=L\sqrt{2mE}$, $b=L\sqrt{2m(E-A)}$, $\beta=2mBL^2$. Let $w=1/(1+y)$, which is 1 far left and 0 far right. Then $L\,d/dx=-w(1-w)\,d/dw$, and the Schrödinger equation is

$$\left[w(1-w)\tfrac{d}{dw}\right]^2\psi+[a^2w+b^2(1-w)-\beta w(1-w)]\psi=0 .$$

Put $\psi=w^{-ib}(1-w)^{-ia}F$ and $s=-i(a+b)$. The terms in $a^2w$ and $b^2(1-w)$ cancel, and division by $w(1-w)$ leaves

$$w(1-w)F''+[1-2ib-(2+2s)w]F'-[s^2+s+\beta]F=0 .$$

This is the hypergeometric equation with $c=1-2ib$ and $\alpha_\pm=\frac12+s\pm id$, where $d=\sqrt{\beta-\frac14}$ is real for $\beta>\frac14$, as assumed here; indeed $\alpha_+\alpha_-=(s+\frac12)^2+d^2$. The solution with $F(0)=1$ is the outgoing wave $y^{ib}$ on the right. Gauss's connection formula at $w\to1$ gives the coefficient of the incoming wave $y^{ia}$:

$$C=\frac{\Gamma(1-2ib)\,\Gamma(-2ia)}{\Gamma(\alpha_+)\,\Gamma(\alpha_-)} .$$

The flux ratio is $P=(b/a)/|C|^2$. We insert $|\Gamma(1-2ib)|^2=2\pi b/\sinh2\pi b$, $|\Gamma(-2ia)|^2=\pi/(2a\sinh2\pi a)$ and $|\Gamma(\frac12+iz)|^2=\pi/\cosh\pi z$:

$$P=\frac{\sinh2\pi a\,\sinh2\pi b}{\cosh\pi(a+b-d)\cosh\pi(a+b+d)}=\frac{\cosh2\pi(a+b)-\cosh2\pi(a-b)}{\cosh2\pi(a+b)+\cosh2\pi d}.$$

Direct integration at three energies agrees.

**Q.** A probability is not an action. How do you compare the two?

**A.** Define $\theta_{\rm ex}=\frac12\ln(1/P-1)$. When the largest exponentials dominate, $\theta_{\rm ex}=\pi(d-a-b)$.

The semiclassical barrier integral $\theta_B=\int|p|\,dx$ is similar. In $w$ it is $\int\sqrt R\,dw/[w(1-w)]$ between the zeros $w_1,w_2$ of $R=\beta w(1-w)-a^2w-b^2(1-w)$. Treat $a^2,b^2$ as independent parameters. Then $\partial\theta_B/\partial b^2=-\frac12\int dw/(w\sqrt R)$. The substitution $w=w_1\cos^2\varphi+w_2\sin^2\varphi$ turns the integral into $\pi/\sqrt{-R(0)}=\pi/b$. Likewise $\partial\theta_B/\partial a^2=-\pi/2a$. The zeros merge at $a+b=\sqrt\beta$, where $\theta_B=0$. Therefore

$$\theta_B=\pi(\sqrt\beta-a-b).$$

**Q.** Where are the VPT2 constants in this?

**A.** Invert it. Let $g=a+b=\sqrt\beta-t$. Since $a^2-b^2=2mAL^2=r\beta$ with $r=A/B$, we have $a=\frac12(g+r\beta/g)$. With $e=1/8mL^2$ and $\tau=t/\sqrt\beta$,

$$E=e\left(g^2+2r\beta+\frac{r^2\beta^2}{g^2}\right)=e\beta\left[(1+r)^2-2(1-r^2)\tau+(1+3r^2)\tau^2+4r^2\tau^3+\dots\right].$$

Comparison with $V_0-|\omega_F|t-x_{FF}t^2$ gives

$$V_0=\frac{(A+B)^2}{4B},\quad|\omega_F|=2e\sqrt\beta(1-r^2),\quad x_{FF}=-e(1+3r^2).$$

The quantum action has $d$ in place of $\sqrt\beta$. At $t=0$ this lowers $g^2$ by $\frac14$, so $G_0=-\frac e4(1-r^2)$. The general formulas, fed with numerical derivatives at the top, give the same constants.

The approximation to the barrier integral is now visible: VPT2 drops $4r^2\tau^3$ and higher terms. For $r=0$ there are none, and the quadratic law without $G_0$ is the full barrier integral.

**Q.** Numbers, then.

**A.** Choose a model with $m=1$ u, $L=0.2$ Å, $A=-0.5$ eV and $B=2.5$ eV. Then $V_0=2.0^2/10=0.4$ eV. The constants are $|\omega_F|=0.17349$ eV (1399 cm$^{-1}$), $x_{FF}=-0.01463$ eV and $G_0=-0.00314$ eV.

At $E=0.1$ eV, $\Delta E=0.4-0.00314-0.1=0.29686$ eV. The root is $\sqrt{1-4(0.01463)(0.29686)/0.17349^2}=0.6503$, so

$$\theta=\pi\,\frac{0.29686}{0.17349}\,\frac2{1.6503}=6.515 .$$

The exact effective action is 6.682. The probabilities are:

| $E$ (eV) | parabolic | VPT2 action | exact |
|---|---|---|---|
| 0.05 | $3.1\times10^{-6}$ | $1.13\times10^{-7}$ | $4.98\times10^{-8}$ |
| 0.10 | $1.9\times10^{-5}$ | $2.19\times10^{-6}$ | $1.57\times10^{-6}$ |
| 0.20 | $7.1\times10^{-4}$ | $3.40\times10^{-4}$ | $3.17\times10^{-4}$ |
| 0.30 | 0.0260 | 0.0243 | 0.0240 |
| 0.40 | 0.5000 | 0.5283 | 0.5284 |
| 0.50 | 0.9740 | 0.9725 | 0.9728 |

Relative to exact, the VPT2 result is 7% too high at 0.2 eV, 39% at 0.1 eV and a factor 2.3 at 0.05 eV. The parabola is a factor of about 60 too high at 0.05 eV. The energy where the VPT2 action would turn complex, $-0.117$ eV, lies below the reactant threshold $E=0$, so it gives no warning here.

**Q.** Is $G_0$ worth keeping?

**A.** At the top, yes: it turns $P=0.5000$ into 0.5283. Deeper down it is less faithful. In the symmetric case the exact shift of $t$ is $d-\sqrt\beta\approx-1/8\sqrt\beta$, independent of energy except close to the threshold $E=0$, where $P$ vanishes and the largest exponentials no longer dominate. The VPT2 shift is $G_0$ divided by $|dE/dt|=2eg$, that is $-1/8g$ to first order, and it grows as $g$ falls.

For a symmetric barrier with $B=1.6$ eV, also 0.4 eV high, the action at 0.3 eV is 2.329 without $G_0$, 2.247 with it and 2.258 exactly. At 0.05 eV the three are 11.238, 11.041 and 11.167, so there $G_0$ makes the result worse.

**Q.** Surely the error disappears as $\hbar\to0$?

**A.** That depends on what is held fixed. At $E=V_0$ the quadratic gives $t\approx G_0/|\omega_F|-x_{FF}G_0^2/|\omega_F|^3$, while the exact value is $d-\sqrt\beta$. Expanding both in $1/\sqrt\beta$, the terms $-1/8\sqrt\beta$ cancel and

$$t_{\rm VPT2}-t_{\rm ex}\approx\frac{1+r^2}{64(1-r^2)\beta^{3/2}} .$$

As $\sqrt\beta\propto1/\hbar$, this is of order $\hbar^3$. Going from $\hbar/2$ to $\hbar/4$ divided the error by 7.999.

At fixed $E$ below the top, $\tau$ stays fixed and the omitted terms leave an error in $t$ proportional to $\sqrt\beta$, hence to $1/\hbar$, when $A\ne0$. At 0.1 eV the halvings from $\hbar/4$ to $\hbar/8$ and from $\hbar/8$ to $\hbar/16$ multiplied the error by 1.979 and 1.995, approaching 2; nearer the model's own $\hbar$ the ratio is further below 2, because a correction of order $\hbar$ still counts. The theory is thus an expansion about the saddle, not a uniform semiclassical approximation.

**Q.** Does that matter for a rate?

**A.** It depends on temperature. The thermal factor

$$\kappa=\frac1{k_BT}\int_0^\infty P(E)\,e^{-(E-V_0)/k_BT}dE$$

multiplies the classical rate over this barrier. For a parabola, $P$ below the top falls as $e^{-2\pi(V_0-E)/|\omega_F|}$ while the Boltzmann factor rises as $e^{(V_0-E)/k_BT}$. They balance at $T_c=|\omega_F|/2\pi k_B=320$ K. Below $T_c$ the weight moves down the barrier. For $x_{FF}<0$ the steepening action stops it; for a parabola or $x_{FF}>0$, and for the VPT2 action of this barrier below about 150 K, it runs down to the threshold $E=0$.

The VPT2 and exact values of $\kappa$ are 2.11 and 2.09 at 500 K, 10.7 and 10.1 at 300 K, and 892 and 605 at 200 K. The excess over exact is 0.8%, 6% and 47%. For this barrier the quadratic action serves above $T_c$ and slightly below it. At 200 K the weight lies near 0.1 eV, where the dropped terms from $4r^2\tau^3$ on and the growing $G_0$ shift both make that action too small. The numerical output below gives the remaining actions and checks.

## Computed values

```
Three-mode explicit sums, largest deviation (reduced): 3.1e-15
Two-mode saddle, reduced units hbar = |omega_F| = 1, omega_b = 1.7
  cubic FFF, FFb, Fbb, bbb: 0.4 0.5 -0.3 0.2
  quartic FFFF, FFbb, bbbb: 0.3 0.2 0.1
  G0 -0.004332  x_FF -0.022336  x_bb 0.005711  xbar_bF 0.015241
  Omega for n_b=0: 0.992380, n_b=1: 0.977139
  resonance shift / g^2: (n_F,n_b), rotated diagonalization, formula
  (0, 0)  -0.00849+0.00381j  -0.00849+0.00381j
  (1, 0)  -0.05316+0.01143j  -0.05316+0.01143j
  (0, 1)  0.00293+0.01143j  0.00293+0.01143j
  (1, 1)  -0.04174+0.03429j  -0.04174+0.03429j
Parabolic barrier: eps/|omega_F|, P integrated, P formula
  -0.4  0.074934  0.074933
  0.3  0.868184  0.868179
Eckart inputs: mass 1 u = 1822.888 m_e, L = 0.20 angstrom
  A = -0.50 eV, B = 2.50 eV, V0 = 0.4000 eV
  |omega_F| = 0.173485 eV = 1399.3 cm^-1
  x_FF = -0.014631 eV, G0 = -0.003135 eV
  lowest energy with real action: -0.1174 eV
  crossover temperature: 320.4 K
Eckart P by direct integration: E/eV, P
  0.20  3.166949e-04
  0.40  5.283931e-01
  0.50  9.727794e-01
E/eV, theta: SCTST, barrier integral (continued above top), exact effective
  0.05  7.99876  8.46481  8.40797
  0.10  6.51537  6.73865  6.68181
  0.20  3.99296  4.08547  4.02863
  0.30  1.84553  1.91020  1.85335
  0.40  -0.05669  0.00000  -0.05685
  0.50  -1.78236  -1.73124  -1.78809
E/eV, P: parabolic, SCTST, exact
  0.05  3.1250e-06  1.1282e-07  4.9766e-08
  0.10  1.9111e-05  2.1919e-06  1.5713e-06
  0.20  7.1431e-04  3.4010e-04  3.1669e-04
  0.30  2.6040e-02  2.4339e-02  2.3970e-02
  0.40  5.0000e-01  5.2831e-01  5.2839e-01
  0.50  9.7396e-01  9.7247e-01  9.7278e-01
Symmetric: B = 1.60 eV, V0 = 0.400 eV, |omega_F| = 0.144571 eV
  x_FF = -0.013063 eV, G0 = -0.003266 eV
  E/eV, theta: integral, quadratic without G0, with G0, exact effective
  0.05  11.23805  11.23805  11.04051  11.16695
  0.10  8.69217  8.69217  8.55138  8.62106
  0.20  5.09176  5.09176  4.99180  5.02065
  0.30  2.32906  2.32906  2.24734  2.25795
Halving hbar (from 1/2 to 1/4): error at top divided by 7.999
  error at E = 0.1 eV multiplied by 1.9788 (hbar 1/4 to 1/8), 1.9946 (1/8 to 1/16)
  departure from 2 falls by a factor 3.955
Thermal factor: T/K, SCTST, exact, ratio
  500  2.1064  2.0902  1.0078
  300  10.6677  10.0753  1.0588
  200  891.7947  605.2297  1.4735
```
